# Boron and iron under repeated zone refining of silicon

Q: I pass a molten zone along a silicon rod several times, always in the same direction. Iron disappears from the front end almost at once, but boron hardly moves. Both are rejected by the growing crystal, so why is the difference so large?

A: The two differ in the partition coefficient $k$, the ratio of concentration in the freezing solid to that in the melt. I shall use the round values $k=0.8$ for boron and $k=10^{-5}$ for iron, as inputs of about the right size. What has to be explained is how $k$ acts over many passes.

Take a rod of uniform cross-section with initial concentration $C_0$. Let $c_n(x)$ be the solid concentration after pass $n$, divided by $C_0$, and let $x$ be the distance from the front end in zone lengths. I assume a well-mixed melt, constant $k<1$, equal solid and liquid densities, no diffusion in the solid, and no evaporation or contamination. In real silicon the melt is roughly a tenth denser than the solid, and iron diffuses quickly in the hot solid, so the numbers below describe an idealized rod.

When the freezing face is at $x$, the zone occupies $x$ to $x+1$. Its length is one, so its solute content equals its liquid concentration, $c_n(x)/k$. An advance $dx$ melts in $c_{n-1}(x+1)\,dx$ and freezes out $c_n(x)\,dx$. Hence
$$c_n'(x)=k\,[c_{n-1}(x+1)-c_n(x)],\qquad c_n(0)=k\int_0^1c_{n-1}(x)\,dx .$$
The second equation says that the first zone is melted before any of it freezes. For the first pass $c_0=1$, so $c_1'=k(1-c_1)$ with $c_1(0)=k$, and
$$c_1(x)=1-(1-k)e^{-kx}.$$

Q: So the zone stops cleaning after a while?

A: Yes. On the first pass its liquid approaches the concentration $1/k$, at which it freezes out as much solute as it melts in. The distance for this is $1/k$: 1.25 zone lengths for boron and 100 000 for iron. The boron zone thus fills up near the start of the rod, while the iron zone is still far from full at the end of any real rod. On later passes the boron zone meets cleaner solid at the front, so it fills up further along.

The same point can be put as a budget. In a very long rod, solute balance over the first $X+1$ zone lengths gives
$$\int_0^Xc_n\,dx+\frac{c_n(X)}{k}=\int_0^{X+1}c_{n-1}\,dx .$$
Define the total deficit $N_n=\int_0^\infty(1-c_n)\,dx$. For large $X$ the left side tends to $X-N_n+1/k$ and the right side to $X+1-N_{n-1}$. Therefore
$$N_n=N_{n-1}+\frac{1-k}{k},\qquad N_n=n\,\frac{1-k}{k}.$$
The unit is the solute originally held in one zone length. A boron pass carries off $0.2/0.8=0.25$ of a unit, so ten passes carry off 2.5 units from a very long rod. In a shorter rod they move less, because solute piled up at the tail is carried back. For iron the capacity is about $10^5$ units per pass, far more than a real rod contains.

Q: Then at the front end, where the zone starts empty, each pass should still multiply the concentration by $k$. Do I get $k^n$?

A: Only for the first pass. The second pass melts the whole first zone length, whose mean concentration exceeds its front-end value:
$$c_2(0)=k\int_0^1\left[1-(1-k)e^{-kx}\right]dx=k-(1-k)(1-e^{-k}).$$
For boron this is $0.8-0.2(1-0.4493)=0.690$, not $0.64$. For small $k$, $1-e^{-k}\simeq k-k^2/2$ gives $c_2(0)\simeq\tfrac32k^2$.

Q: Is there any guarantee of how much the later passes remove?

A: Yes, in the form of an upper bound on the concentration in a long rod: the passes clean at least this well. The solution of the zone equation,
$$c_n(x)=e^{-kx}c_n(0)+k\int_0^xe^{-k(x-y)}c_{n-1}(y+1)\,dy,$$
has positive weights, so a larger input profile gives a larger output profile. Try the input $e^{sx}$ with $s\ge0$. The output $\lambda e^{sx}$ satisfies the differential equation if $\lambda s=k(e^s-\lambda)$, or
$$\lambda=\frac{ke^s}{s+k}.$$
It is an upper bound if its front value is large enough, $\lambda\ge k(e^s-1)/s$. Multiplying by $s(s+k)/k$ turns this into
$$se^s\ge se^s-s+ke^s-k,$$
that is, $s+k\ge ke^s$, which is the condition $\lambda\le1$.

The smallest $\lambda$ follows from $d\ln\lambda/ds=1-1/(s+k)=0$, so $s=1-k$ and
$$\rho=ke^{1-k}.$$
Since $\ln k<k-1$ for $k<1$, $\rho<1$ and the condition holds. Starting from $c_0=1\le e^{(1-k)x}$, we obtain
$$c_n(x)\le\rho^n e^{(1-k)x}.$$
For iron $\rho=2.72\times10^{-5}$, so removal is fast. For boron $\rho=0.977$, but an upper bound alone cannot prove that boron stays.

Q: What does prove it?

A: The exact front concentration. Work with the deficit $d_n=1-c_n$, for which $d_0=0$ and
$$d_n'=k[d_{n-1}(x+1)-d_n],\qquad d_n(0)=1-k+k\int_0^1d_{n-1}\,dx .$$
Consider the functions
$$q_m(x)=e^{-k(x+m)}\frac{k^m}{m!}\,x(x+m)^{m-1},\qquad q_0=e^{-kx}.$$
For $m\ge1$,
$$\frac{d}{dx}\left[x(x+m)^{m-1}\right]=(x+m)^{m-2}[x+m+(m-1)x]=m(x+1)(x+m)^{m-2}.$$
Together with the derivative of the exponential this gives $q_m'=-kq_m+kq_{m-1}(x+1)$. Also $q_0(0)=1$, while the other $q_m(0)$ vanish. With $a_n=d_n(0)$, the sum
$$d_n(x)=\sum_{m=0}^{n-1}a_{n-m}q_m(x)$$
therefore satisfies both the differential equation and the front value.

To find $a_n$, form $G(x,z)=\sum_{m\ge0}q_m(x)z^m$. It obeys $G'=-kG(x)+kzG(x+1)$ and $G(0,z)=1$. These conditions fix its coefficients order by order in $z$, and they are met by $G=w^x$ with
$$\ln w=k(zw-1).$$
Thus
$$\int_0^1G\,dx=\frac{w-1}{\ln w}=\frac{1-w}{k(1-zw)}.$$
Multiply the front condition by $z^n$ and sum. With $A(z)=\sum_{n\ge1}a_nz^n$,
$$A=\frac{(1-k)z}{1-z}+zA\,\frac{1-w}{1-zw}.$$
Because
$$1-\frac{z(1-w)}{1-zw}=\frac{1-z}{1-zw},$$
we get
$$A=(1-k)\frac{z}{(1-z)^2}(1-zw).$$
Now $w=G(1,z)$, so $zw=\sum_{j\ge1}b_jz^j$ with
$$b_j=q_{j-1}(1)=\frac{e^{-kj}(kj)^{j-1}}{j!}.$$
Since $z/(1-z)^2=\sum_n nz^n$, the coefficient of $z^n$ is
$$a_n=(1-k)\left[n-\sum_{j<n}(n-j)b_j\right].$$

Q: That subtracts nearly equal numbers for iron. Can it be rewritten?

A: Yes, with two sums. Put $h=zw$, so $z=he^{-k(h-1)}$. This $z$ rises from 0 to 1 as $h$ does, because its derivative is $e^{-k(h-1)}(1-kh)>0$. Hence $h(1)=\sum_jb_j=1$. Differentiating $\ln h=\ln z+k(h-1)$ at $z=1$ gives $h'=1+kh'$, so $\sum_j jb_j=1/(1-k)$. Then
$$\sum_{j<n}(n-j)b_j=n-\frac1{1-k}+\sum_{j>n}(j-n)b_j,$$
and $c_n(0)=1-a_n$ becomes
$$c_n(0)=(1-k)\sum_{j>n}(j-n)b_j .$$
Every term is positive.

For $nk\ll1$ the term $j=n+1$ dominates:
$$c_n(0)\simeq\frac{[k(n+1)]^n}{(n+1)!}=k^n\frac{(n+1)^{n-1}}{n!}.$$
For many passes, Stirling's formula gives $b_j\simeq\rho^j/(k\sqrt{2\pi}\,j^{3/2})$. Set $j=n+i$. When $n\gg1/(1-\rho)$, $j^{3/2}$ may be replaced by $n^{3/2}$, and $\sum_{i\ge1}i\rho^i=\rho/(1-\rho)^2$ yields
$$c_n(0)\simeq\frac{(1-k)\rho^{n+1}}{k\sqrt{2\pi}(1-\rho)^2n^{3/2}}.$$
So $\rho$ is the true late factor per pass in a long rod. The formula is approached slowly: for boron it exceeds the exact sum by 28 percent at $n=440$ and by 3 percent at $n=4400$. For boron the late loss is 2.3 percent per pass, but $1/(1-\rho)\approx44$, so ten passes are still early.

Q: What would I find in a rod ten zone lengths long?

A: Let both solutes start at $10^{15}\ \mathrm{cm^{-3}}$. Evaluating the sum gives these front-end concentrations relative to $C_0$:

| Pass | Boron | Iron |
|---|---|---|
| 1 | 0.800 | $1.0\times10^{-5}$ |
| 2 | 0.690 | $1.5\times10^{-10}$ |
| 3 | 0.612 | $2.7\times10^{-15}$ |
| 10 | 0.342 | $6.5\times10^{-48}$ |

After ten passes boron is at $3.4\times10^{14}\ \mathrm{cm^{-3}}$, whereas $k^{10}$ would have promised $0.107C_0$. Its reduction factor worsens from 0.80 on the first pass to 0.93 on the tenth. Iron is down to about three atoms per cubic centimetre after three passes. The later iron values have no literal meaning; they say only that segregation is no longer the limit, and that effects left out here, such as contamination, would decide what remains.

Q: You used a long rod. Does my rod's far end matter?

A: Not at the front during the first ten passes. The last zone has no new solid to melt. If its remaining length is $u$ and its content $S$, then $dS/du=kS/u$, so $S\propto u^k$, and solute piles up at the tail. On pass 1 this changes the profile for $x>L-1$, where $L$ is the rod length. Each later pass looks one zone length ahead, so after pass $n$ the change reaches back to $x=L-n$. The front formula therefore holds for $n\le L$.

To go further I followed the solute numerically, with 100 slices per zone length, melting and freezing one slice at a time. Boron at the front first falls to a tenth of $C_0$ or below on pass 36, against pass 34 in a long rod. After 40 passes it stands at 0.089, against 0.075.

The tail matters for iron too, away from the front. After ten passes the mean over the first half of the rod is $3\times10^{-33}$, while the long-rod bound there is at most $\rho^{10}e^5\approx3\times10^{-44}$. The excess is solute returned from the tail, though both numbers are physically negligible.

Q: Could I simply keep going until the boron is gone?

A: No. In a closed rod the profile becomes stationary. Setting $c_n=c_{n-1}=c$ in the solute balance gives, for $x\le L-1$,
$$c(x)=k\int_x^{x+1}c(y)\,dy .$$
An exponential $e^{sx}$ fits if $1=k\int_0^1e^{su}\,du$. The right side increases with real $s$, so there is one real root $B$, given by $k=B/(e^B-1)$. A complex root with real part $p$ satisfies $1<k\int_0^1e^{pu}\,du$, so $p>B$, and its contribution fades faster towards the front. There the profile approaches $Ae^{Bx}$.

For boron $B=0.431$ per zone length. Extending the exponential over the whole rod and conserving solute, $\int_0^LAe^{Bx}dx=L$, gives the estimate
$$A\simeq\frac{BL}{e^{BL}-1}=\frac{4.308}{e^{4.308}-1}\approx0.059.$$
The slice calculation, which includes the freezing of the last zone, settles at 0.058 after 600 passes. Even unlimited passes thus lower boron at the front of this rod by a factor of about 17. A rod with more zone lengths has a lower floor, but the approach to it is slow, since on average no more than 0.25 unit is carried off per pass.

Q: Would poorer stirring change the comparison?

A: It would hurt both solutes. Rejected solute would collect at the freezing face, so the crystal would take in more than $k$ times the bulk melt concentration. In a stagnant boundary-layer model with the same layer parameter for both solutes, the capacity $(1-k)/k$ drops by the same factor for each. Iron starts from about $10^5$ and can afford the loss; boron starts from 0.25 and cannot. The model also fails for iron in the last sliver of the rod, where the accumulated solute is no longer dilute and a constant $k$ cannot be trusted.
